\section*{Nuclear spin Hamiltonian from Van Vleck partitioning: shielding and indirect coupling}

\section*{Setting}

A molecule with fixed nuclei stands in a uniform magnetic field $\mathbf B$. Nucleus $K$ at $\mathbf R_K$ carries a point magnetic moment $\mathbf m_K=\gamma_K\mathbf I_K$, where $\mathbf I_K$ is a spin operator. The electrons respond to the field and to the moments, and a magnetic resonance experiment sees this response through the nuclear spins. The problem is to eliminate the electrons and to find what takes their place.

Hartree atomic units in their SI-based form are used, so $\hbar=1$ and $\mu_0/4\pi=\alpha^2$, with $\alpha$ the fine-structure constant. The field-free electronic Hamiltonian $H_0$ has eigenstates $|n\rangle$ with energies $E_n$, and $\Delta_n=E_n-E_0$. The ground state $|0\rangle$ is nondegenerate, electron spin included. Electric quadrupole energies of the nuclei are left out; each concerns one nucleus alone.

\section*{(a) The magnetic perturbation}

\textit{Write the Hamiltonian of electrons and nuclear spins as a polynomial in the field and the moments.}

\textbf{Solution.} Let $\mathbf r_K=\mathbf r-\mathbf R_K$ and $\mathbf r_O=\mathbf r-\mathbf O$, with $\mathbf O$ the gauge origin. The scaled moment $\mathbf x_K=\alpha^2\mathbf m_K$ removes $\alpha$ from the vector potential:
\begin{equation}
\mathbf A=\tfrac12\,\mathbf B\times\mathbf r_O+\sum_K\frac{\mathbf x_K\times\mathbf r_K}{r_K^3}.
\end{equation}
Collect all components of $\mathbf B,\mathbf x_1,\mathbf x_2,\dots$ in one list $X_i$. Then $\mathbf A=\sum_iX_i\mathbf A_i$. An electron has charge $-1$, so its kinetic energy is $\frac12(\mathbf p+\mathbf A)^2$, and its spin energy is $+\frac{g_e}{2}\mathbf s\cdot(\nabla\times\mathbf A)$ with $g_e\approx2.002$. Both parts of $\mathbf A$ are divergence-free, hence $\mathbf p\cdot\mathbf A=\mathbf A\cdot\mathbf p$ and
\begin{equation}
\tfrac12(\mathbf p+\mathbf A)^2=\tfrac12p^2+\mathbf A\cdot\mathbf p+\tfrac12A^2 .
\end{equation}
Summing over electrons $e$ gives
\begin{align}
H&=H_0+N+\sum_iV_iX_i+\tfrac12\sum_{ij}Q_{ij}X_iX_j, \label{H}\\
V_i&=\sum_e\Big[\mathbf A_i\cdot\mathbf p+\tfrac{g_e}{2}\,\mathbf s\cdot(\nabla\times\mathbf A_i)\Big],\qquad
Q_{ij}=\sum_e\mathbf A_i\cdot\mathbf A_j .
\end{align}
The $V_i$ and $Q_{ij}$ act on electrons. The $X_i$ belonging to moments act on nuclear spins, and those belonging to $\mathbf B$ are numbers. The term $N$ contains the energies that need no electrons:
\begin{equation}
N=-\sum_K\mathbf m_K\cdot\mathbf B+\sum_{K<L}\mathbf m_K\cdot\mathbf D_{KL}\cdot\mathbf m_L,\qquad
D_{KL,ab}=\alpha^2\,\frac{\delta_{ab}-3n_an_b}{R_{KL}^3},
\end{equation}
where $\mathbf n$ is the unit vector along the line $KL$.

One piece of $Q$ is ill-defined. For two components of the same point moment, $\mathbf A_i\cdot\mathbf A_j$ grows as $r_K^{-4}$, and $\int r^2\,dr\,r^{-4}$ diverges at the nucleus. The spin part of $V$, which contains the field at the nucleus, causes a further divergence at second order, again for two components of one point moment. The moment is therefore taken to be slightly smeared until the terms that couple different vectors have been read off.

\section*{(b) Removing the electrons}

\textit{Find the effective Hamiltonian in the space $|0\rangle\otimes\{\text{nuclear spin states}\}$ through second order in $X$, keeping the order of the spin operators.}

\textbf{Solution.} Call this space the model space. An operator is block-diagonal (subscript d) if it connects neither the model space to its complement nor the reverse, and off-diagonal (subscript o) if it does nothing else. The Van Vleck transformation is $e^{-G}He^{G}$ with $G$ anti-Hermitian and off-diagonal, chosen to make the result block-diagonal. The expansion is
\begin{equation}
e^{-G}He^{G}=H+[H,G]+\tfrac12[[H,G],G]+\dots
\end{equation}
Write $V=\sum_iV_iX_i$, $Q=\frac12\sum_{ij}Q_{ij}X_iX_j$ and $G=G_1+G_2+\dots$ by powers of $X$. Since $N$ is bilinear in $X$, it counts as second order; it is the identity on the electrons and hence block-diagonal.

The first-order off-diagonal part must vanish: $V_{\rm o}+[H_0,G_1]=0$. Its element between $\langle n|$ and $|0\rangle$, which is an operator on the nuclear spins, reads $V_{n0}+(E_n-E_0)G_{1,n0}=0$. With $G^\dagger=-G$,
\begin{equation}
G_{1,n0}=-\frac{V_{n0}}{\Delta_n},\qquad G_{1,0n}=+\frac{V_{0n}}{\Delta_n}. \label{G1}
\end{equation}
In the second-order block of the model space, $[V_{\rm d},G_1]$ and $[H_0,G_2]$ are off-diagonal and drop out. What remains is
\begin{equation}
N+Q_{00}+[V_{\rm o},G_1]_{00}+\tfrac12[[H_0,G_1],G_1]_{00}
=N+Q_{00}+\tfrac12[V_{\rm o},G_1]_{00},
\end{equation}
because $[H_0,G_1]=-V_{\rm o}$. Inserting (\ref{G1}),
\begin{equation}
\tfrac12[V_{\rm o},G_1]_{00}=\tfrac12\sum_{n\neq0}\big(V_{0n}G_{1,n0}-G_{1,0n}V_{n0}\big)=-\sum_{n\ne0}\frac{V_{0n}V_{n0}}{\Delta_n}.
\end{equation}
Therefore
\begin{align}
H_{\rm eff}&=E_0+N+\sum_i\langle0|V_i|0\rangle X_i+\sum_{ij}\Big[\tfrac12\langle0|Q_{ij}|0\rangle-M_{ij}\Big]X_iX_j,\label{Heff}\\
M_{ij}&=\sum_{n\neq0}\frac{\langle0|V_i|n\rangle\langle n|V_j|0\rangle}{\Delta_n}.
\end{align}
The spin operators stand in the order in which their electronic partners act. The denominators contain electronic energies alone: $N$ has not entered $G_1$.

\section*{(c) What time reversal removes}

\textit{Which terms of (\ref{Heff}) vanish because the ground state is nondegenerate?}

\textbf{Solution.} Let $\Theta$ be time reversal acting on the electrons. It is antiunitary and commutes with $H_0$, so $\Theta|0\rangle$ is again a ground state, and by nondegeneracy it equals $|0\rangle$ up to a phase. Antiunitarity, $\langle\Theta\phi|\Theta\psi\rangle=\langle\phi|\psi\rangle^*$, then gives for any electronic operator
\begin{equation}
\langle0|O|0\rangle=\langle0|\Theta O\Theta^{-1}|0\rangle^* .\label{TR}
\end{equation}
Both $\mathbf p$ and $\mathbf s$ change sign under $\Theta$, so $\Theta V_i\Theta^{-1}=-V_i$. For $O=V_i$, whose expectation value is real, (\ref{TR}) says that $\langle0|V_i|0\rangle$ equals its own negative. The linear term vanishes.

For $O=V_i\mathcal RV_j$, with $\mathcal R=\sum_{n\ne0}|n\rangle\langle n|/\Delta_n$, the two signs cancel and $M_{ij}=M_{ij}^*$. Since $M_{ij}^*=M_{ji}$ by Hermiticity, $M$ is real and symmetric. This matters for two components of one spin, which do not commute. An antisymmetric part of $M$ would multiply $[I_a,I_b]=i\epsilon_{abc}I_c$ and produce an energy linear in one spin at zero field. No such term is present.

Nondegeneracy is essential here. In a triplet level, $\langle V_i\rangle$ is a matrix with nonzero elements. The nuclear spin then couples to the electron spin at first order, and the electron spin has to be kept in the effective Hamiltonian.

\section*{(d) The coefficients as energy derivatives}

\textit{Replace the moments by classical vectors and let $E(\mathbf B,\mathbf m_1,\mathbf m_2,\dots)$ be the lowest eigenvalue of $H-N$. Relate its second derivatives to $H_{\rm eff}$, and identify the shielding and indirect coupling tensors.}

\textbf{Solution.} With numbers for $X_i$, ordinary perturbation theory for the nondegenerate level gives, the linear term being zero,
\begin{equation}
E(X)=E_0+\sum_{ij}\Big[\tfrac12\langle0|Q_{ij}|0\rangle-M_{ij}\Big]X_iX_j+\dots
\end{equation}
Differentiation picks up both $ij$ and $ji$:
\begin{equation}
E_{ij}\equiv\frac{\partial^2E}{\partial X_i\partial X_j}\bigg|_0=\langle0|Q_{ij}|0\rangle-M_{ij}-M_{ji}=\langle0|Q_{ij}|0\rangle-2M_{ij}.\label{hess}
\end{equation}
The bracket in (\ref{Heff}) is half of this, so through second order
\begin{equation}
H_{\rm eff}=E_0+N+\tfrac12\sum_{ij}E_{ij}X_iX_j .\label{main}
\end{equation}
The quadratic form of the classical energy becomes the effective Hamiltonian when the spin operators are put back.

The conventional spin Hamiltonian defines the shielding tensor $\boldsymbol\sigma_K$ and the reduced indirect coupling tensor $\mathbf K_{KL}$ by
\begin{equation}
H_{\rm eff}=-\sum_K\mathbf m_K\cdot(\mathbf 1-\boldsymbol\sigma_K)\cdot\mathbf B+\sum_{K<L}\mathbf m_K\cdot(\mathbf D_{KL}+\mathbf K_{KL})\cdot\mathbf m_L+\dots,
\end{equation}
where the dots stand for terms in $\mathbf B$ alone or in one nucleus alone. In (\ref{main}) a product of components of two different vectors occurs twice, which cancels the factor $\frac12$. Since $\partial/\partial\mathbf m_K=\alpha^2\,\partial/\partial\mathbf x_K$, comparison gives
\begin{align}
\sigma_{K,ab}&=\frac{\partial^2E}{\partial m_{K,a}\,\partial B_b}\bigg|_0=\alpha^2\frac{\partial^2E}{\partial x_{K,a}\,\partial B_b}\bigg|_0,\label{sig}\\
K_{KL,ab}&=\frac{\partial^2E}{\partial m_{K,a}\,\partial m_{L,b}}\bigg|_0=\alpha^4\frac{\partial^2E}{\partial x_{K,a}\,\partial x_{L,b}}\bigg|_0 .\label{K}
\end{align}
The first index of $\boldsymbol\sigma$ belongs to the moment. The $1$ in $\mathbf 1-\boldsymbol\sigma$ and the direct coupling $\mathbf D$ come from $N$; had $N$ been included in $E$, the derivatives would have contained them too.

The terms quadratic in one moment contain symmetrized products. For spin $\frac12$, $I_aI_b+I_bI_a=\frac12\delta_{ab}$, so they are a constant. For $I\ge1$ their traceless part acts like a quadrupole coupling. Neither changes (\ref{sig}) or (\ref{K}), so the divergences met in (a) do no harm to these second-order tensors.

\section*{(e) The mechanisms}

\textit{Write both tensors explicitly for a singlet ground state without spin--orbit coupling.}

\textbf{Solution.} The vector potentials per unit field and per unit scaled moment are $\frac12\mathbf e_b\times\mathbf r_O$ and $\mathbf e_a\times\mathbf r_K/r_K^3$. From $(\mathbf e\times\mathbf r)\cdot\mathbf p=\mathbf e\cdot(\mathbf r\times\mathbf p)$, the orbital parts of $V$ are
\begin{equation}
\tfrac12L_{O,b}=\tfrac12\sum_e(\mathbf r_O\times\mathbf p)_b,\qquad
P_{K,a}=\sum_e\frac{(\mathbf r_K\times\mathbf p)_a}{r_K^3}.
\end{equation}
The spin part needs the field of a dipole,
\begin{equation}
\nabla\times\frac{\mathbf e_a\times\mathbf r}{r^3}=\mathbf e_a\,\nabla\!\cdot\!\frac{\mathbf r}{r^3}-\partial_a\frac{\mathbf r}{r^3},
\end{equation}
in which $\nabla\cdot(\mathbf r/r^3)=4\pi\delta(\mathbf r)$ and
\begin{equation}
\partial_a\frac{r_c}{r^3}=\frac{\delta_{ac}r^2-3r_ar_c}{r^5}+\frac{4\pi}{3}\delta_{ac}\delta(\mathbf r).
\end{equation}
The delta functions combine to $4\pi-\frac{4\pi}{3}=\frac{8\pi}{3}$, so the spin operator is
\begin{equation}
F_{K,a}=\frac{g_e}{2}\sum_e\Big[\frac{3(\mathbf s\cdot\mathbf r_K)r_{K,a}-r_K^2s_a}{r_K^5}+\frac{8\pi}{3}\delta(\mathbf r_K)s_a\Big],
\end{equation}
the spin-dipole and Fermi contact terms.

In a singlet the total spin gives $\mathbf S|0\rangle=0$, so the uniform field acts through $\frac12\mathbf L_O$ alone. The operator $P_K$ is spin-free and leads to singlets. The operator $F_K$ is a sum of terms linear in $\mathbf s$ and leads from a singlet to triplets. Cross terms between $P$ and $F$ vanish. With $(\mathbf a\times\mathbf b)\cdot(\mathbf c\times\mathbf d)=(\mathbf a\cdot\mathbf c)(\mathbf b\cdot\mathbf d)-(\mathbf a\cdot\mathbf d)(\mathbf b\cdot\mathbf c)$ for $Q$, (\ref{hess}) becomes
\begin{align}
\sigma_{K,ab}&=\frac{\alpha^2}{2}\Big\langle\sum_e\frac{\delta_{ab}\,\mathbf r_O\!\cdot\mathbf r_K-r_{O,a}r_{K,b}}{r_K^3}\Big\rangle-\alpha^2\sum_{n\ne0}\frac{\langle0|P_{K,a}|n\rangle\langle n|L_{O,b}|0\rangle}{\Delta_n},\label{sigx}\\
\frac{K_{KL,ab}}{\alpha^4}&=\Big\langle\sum_e\frac{\delta_{ab}\,\mathbf r_K\!\cdot\mathbf r_L-r_{L,a}r_{K,b}}{r_K^3r_L^3}\Big\rangle-2\sum_{n\ne0}\frac{\langle0|P_{K,a}|n\rangle\langle n|P_{L,b}|0\rangle+\langle0|F_{K,a}|n\rangle\langle n|F_{L,b}|0\rangle}{\Delta_n}.
\end{align}
The expectation values are the diamagnetic parts and the sums are the paramagnetic parts.

\section*{(f) The first neglected term}

\textit{The classical energy is even in $X$. Is the remainder of (\ref{main}) therefore of fourth order?}

\textbf{Solution.} No. The second-order off-diagonal condition is $Q_{\rm o}+[V_{\rm d},G_1]+[H_0,G_2]=0$. With $V_{00}=0$ it gives
\begin{equation}
G_{2,n0}=-\frac{Q_{n0}}{\Delta_n}+\sum_{m\ne0}\frac{V_{nm}V_{m0}}{\Delta_n\Delta_m}.
\end{equation}
The third-order terms in the model block are
\begin{equation}
[V_{\rm o},G_2]+[Q_{\rm o},G_1]+\tfrac12[[H_0,G_1],G_2]+\tfrac12[[H_0,G_2],G_1]+\tfrac12[[V_{\rm d},G_1],G_1].
\end{equation}
Substituting $[H_0,G_1]=-V_{\rm o}$ and $[H_0,G_2]=-Q_{\rm o}-[V_{\rm d},G_1]$ cancels the last term and halves the first two:
\begin{equation}
H^{(3)}_{\rm eff}=\tfrac12\big([V_{\rm o},G_2]+[Q_{\rm o},G_1]\big)_{00}
=\sum_{n,m\neq0}\frac{V_{0n}V_{nm}V_{m0}}{\Delta_n\Delta_m}-\sum_{n\ne0}\frac{V_{0n}Q_{n0}+Q_{0n}V_{n0}}{\Delta_n}.
\end{equation}
Let $C_{ijk}$ be the electronic factor of $X_iX_jX_k$ in the first sum. It contains three odd operators, so (\ref{TR}) gives $C_{ijk}=-C_{ijk}^*=-C_{kji}$, and the sum equals $\frac12\sum C_{ijk}(X_iX_jX_k-X_kX_jX_i)$. This vanishes for numbers but need not vanish for spin components. The second sum behaves in the same way.

The bare term $N$ first meets $G_1$ in $[N,G_1]$, an off-diagonal term of third order, so it corrects the model block from fourth order on. For smeared moments, equation (\ref{main}) is thus justified when the hyperfine, field and bare nuclear energies are all small compared with $\Delta_n$. The smearing is needed here. A third-order term with two components of moment $K$ and one of moment $L$ contains, through the commutator, a part of the form $\mathbf I_K\cdot\mathbf I_L$, and its contact contribution diverges for a point moment. In HD its coefficient grows roughly as the square root of the largest s exponent in the basis; for a real proton it is about $6\times10^{-5}$ of the second-order contact coupling at an exponent of $2\times10^{5}$ bohr$^{-2}$. It fails when an excited level that the perturbation couples to the ground state comes close to it.

\section*{(g) Worked example: HD}

\textit{Compute $\boldsymbol\sigma_{\rm H}$ and the spin--spin coupling of HD, and examine the remainder and the choice of gauge origin.}

\textbf{Solution.} Take a bond length of $1.400$ bohr along $z$, full configuration interaction in the cc-pVDZ basis (10 orbitals, 190 two-electron states) and the gauge origin at the bond centre. The lowest excitation, a triplet, lies $0.392$ hartree above the ground state (between $0.389$ and $0.393$ hartree in triple- and quadruple-zeta bases). The matrix of $H-N$ is set up for classical $X$ without the divergent one-nucleus part of $Q$, and its lowest eigenvalue is differentiated by central differences.

\textit{Shielding.} The derivatives $\partial^2E/\partial x_{{\rm H},a}\partial B_a$ are $0.4842$ for $xx$ and $yy$ and $0.5200$ for $zz$. Multiplication by $\alpha^2$, with $\alpha=1/137.036$, gives $25.78$ and $27.69$ ppm. Rapid isotropic tumbling leaves one third of the trace:
\begin{equation}
\sigma_{\rm H}=\tfrac13(2\times25.78+27.69)\ \text{ppm}=26.4\ \text{ppm}.
\end{equation}
Of this, $26.06$ ppm is diamagnetic and $0.36$ ppm paramagnetic, for this gauge origin. At $10$ T the bare proton frequency is $425.77$ MHz, and shielding lowers it by $425.77\ \text{MHz}\times26.42\times10^{-6}=11.2$ kHz. These values are not converged in the basis: cc-pVQZ gives $26.6$ ppm, of which $0.54$ ppm is paramagnetic, and $11.3$ kHz. Stretching the bond to $1.45$ bohr lowers the shielding by $0.5$ ppm.

\textit{Coupling.} The derivatives $\partial^2E/\partial x_{{\rm H},a}\partial x_{{\rm D},a}$ are $8.376$ for $xx$ and $yy$ and $4.442$ for $zz$, with mean $7.065$. Hence $K_{\rm HD}=\alpha^4\times7.065=2.003\times10^{-8}$ a.u. The spin energy $\gamma_{\rm H}\gamma_{\rm D}K\,\mathbf I_{\rm H}\cdot\mathbf I_{\rm D}$ is written $2\pi J\,\mathbf I_{\rm H}\cdot\mathbf I_{\rm D}$, so $J=\gamma_{\rm H}\gamma_{\rm D}K/2\pi$. With $\gamma_{\rm H}=1.5210\times10^{-3}$ and $\gamma_{\rm D}=2.3349\times10^{-4}$ a.u., the energy factor is $7.115\times10^{-15}$ hartree. One hartree divided by Planck's constant is $6.5797\times10^{15}$ Hz, and
\begin{equation}
J_{\rm HD}=46.8\ \text{Hz}=(-0.2+0.6+46.4)\ \text{Hz},
\end{equation}
the three parts being diamagnetic, orbital paramagnetic and electron-spin. The coupling is carried almost wholly by virtual triplets. Its value is far from converged in this basis, because the contact term probes the wave function at the nuclei: cc-pVTZ gives $36.8$ Hz and cc-pVQZ $43.3$ Hz, while uncontracted triple-zeta bases with four added tight s functions give $40.8$ to $40.9$ Hz, about $6$ Hz below the cc-pVDZ result. Stretching the bond to $1.45$ bohr raises $J_{\rm HD}$ by about $2.7$ Hz. The direct coupling $\mathbf D$ is traceless and averages to zero under tumbling.

\textit{Remainder.} The electronic matrix can also be combined with the six spin states of H and D and treated without perturbation theory. The model block of $e^G$ contains even powers of $G$ and is Hermitian, and positive for small $G$. This singles out one orthonormal basis of the six lowest states' space, which a polar decomposition finds, and the Hamiltonian in that basis is the full $H_{\rm eff}$. Set $N=0$, $\mathbf x_K=s\,\mathbf I_K$ and $|\mathbf B|=s$ in a fixed general direction, with an off-centre gauge origin. The norm (root of the summed squared elements) of the difference between this $H_{\rm eff}$ and (\ref{main}) is $3.39\times10^{-7}$ hartree at $s=10^{-3}$ and $4.21\times10^{-8}$ hartree at half that value. The ratio is $8.0$, the $2^3$ of a third-order remainder. The size of the remainder belongs to this basis, since by (f) it contains a contact term that grows as tight s functions are added. These moments are greatly enlarged: for a real proton $\alpha^2\gamma_{\rm H}\approx8\times10^{-8}$.

\textit{Gauge origin.} Moving $\mathbf O$ by $\mathbf d$ adds $-\frac12\mathbf B\times\mathbf d=\nabla\chi$ to $\mathbf A$, with $\chi=-\frac12(\mathbf B\times\mathbf d)\cdot\mathbf r$. Since $\mathbf p+\nabla\chi=e^{-i\chi}\mathbf p\,e^{i\chi}$, this is a unitary change and leaves $E$ unaltered in a complete basis. A finite orbital basis is not closed under multiplication by $e^{i\chi}$. For $\mathbf d=(0.6,-0.4,0.3)$ bohr the isotropic shielding becomes $25.9$ instead of $26.4$ ppm, and $\sigma_{xz}=1.6$ ppm appears where axial symmetry and gauge invariance demand zero. Both changes are basis-set errors: in cc-pVTZ and cc-pVQZ the isotropic change shrinks to $0.2$ and $0.06$ ppm, and $\sigma_{xz}$ to $0.6$ and $0.2$ ppm.

The element $\sigma_{zx}$ stays zero, and (\ref{sigx}) shows why. Its diamagnetic part averages $r_{K,x}$ times a function symmetric about the axis. In its paramagnetic part, $P_{K,z}$ conserves angular momentum about the axis and is odd under reflection in a plane containing it. The shifted operator is $L_{O,x}=L_x-d_yp_z+d_zp_y$, where $L_x$ and $p_y$ change the axial angular momentum by one unit and $p_z$ is even under the reflection. No state $|n\rangle$ is reached by both operators. The derivative formulas hold for each of these model Hamiltonians; how well their values describe the molecule depends on the basis and on the fixed geometry.
